# Why compression softens silicon's zone-boundary transverse acoustic phonons

Squeeze a silicon crystal and its bonds become shorter and harder to stretch. The optical vibration at the zone centre, in which the two atoms of each primitive cell move against each other, rises in frequency. The transverse acoustic (TA) vibration at the zone boundary falls, although the same bonds join the same atoms. Two questions follow: which restoring forces does the TA mode use, and what does pressure do to each of them?

## The energy and its regime

Let $r$ be the bond length of the diamond lattice. Take a static lattice energy with two parts: a bond energy $\phi$ for each nearest-neighbour pair, and a bending energy for each angle $\theta$ between two bonds at one atom,

$$E=\sum_{\rm bonds}\phi+\sum_{\rm angles}\frac{\kappa(r)}{2}\left(\cos\theta+\tfrac13\right)^2 .$$

In the undistorted crystal $\cos\theta=-1/3$, so the bending energy vanishes at every volume. It therefore contributes nothing to the pressure, even if $\kappa$ depends on $r$. The nuclei are classical and at rest apart from the small displacements of the mode.

If every atom moves by a distance $u$, define the mode stiffness $K$ by

$$\frac{\Delta E}{\text{atom}}=\frac12Ku^2,\qquad K=M\omega^2,$$

where $M$ is the atomic mass and $\omega$ the angular frequency.

## What a sideways displacement does to one bond

Let the unit vector $\mathbf n$ point along a bond, and let one end move by $\mathbf d$ relative to the other. The new length $r'$ obeys

$$r'^2=r^2+2r\,\mathbf n\cdot\mathbf d+d^2 .$$

Taking the square root to second order gives

$$r'=r+\mathbf n\cdot\mathbf d+\frac{d^2-(\mathbf n\cdot\mathbf d)^2}{2r}.$$

The last term is geometric: a purely sideways displacement lengthens the bond by $d^2/2r$. Inserting $r'$ in $\phi$ and keeping second order,

$$\Delta\phi=\phi'\,\mathbf n\cdot\mathbf d+\frac{\phi''}{2}(\mathbf n\cdot\mathbf d)^2+\frac{\phi'}{2r}\left[d^2-(\mathbf n\cdot\mathbf d)^2\right].$$

The linear terms cancel in the crystal sum, because the four bond directions at each atom add to zero. What remains is a longitudinal spring $\phi''$ and a transverse spring $\phi'/r$. A compressed bond pushes its ends apart, so $\phi'<0$ and its transverse spring is negative. Moving sideways gives the bond some of the length it has lost, and that releases energy.

## The TA mode does not stretch bonds to first order

Let $a$ be the cubic lattice constant. An atom A at the origin has neighbours B in the directions

$$\mathbf n_1=\frac{(1,1,1)}{\sqrt3},\quad \mathbf n_2=\frac{(-1,-1,1)}{\sqrt3},\quad \mathbf n_3=\frac{(1,-1,-1)}{\sqrt3},\quad \mathbf n_4=\frac{(-1,1,-1)}{\sqrt3}.$$

At the zone-boundary point X, with wavevector $(0,0,2\pi/a)$, atoms of one kind reverse their displacement from one of their layers to the next. Consider this pattern along $\mathbf e=(1,1,0)/\sqrt2$:

- the layers at $z=0$ (A) and $z=a/4$ (B) move by $+u\mathbf e$;
- the layers at $z=a/2$ (A) and $z=3a/4$ (B) move by $-u\mathbf e$.

Symmetry shows that this is a normal mode, meaning that the linear restoring force is parallel to $\mathbf e$. The mirror plane containing $\mathbf e$ and $z$ forbids a force perpendicular to that plane. For the $z$ component, three operations suffice:

- A lattice translation from $z=0$ to $z=a/2$ reverses the displacements, so the linear forces on the two A layers are opposite.
- Inversion through the midpoint of a bond between the layers at $a/4$ and $a/2$ leaves the distorted crystal unchanged. The forces on those layers are therefore opposite, and the layers at $0$ and $a/4$ feel equal forces.
- A twofold screw rotation about $\mathbf e$ exchanges the layers at $0$ and $a/4$ and reverses $z$ components, so their $z$ forces are opposite.

Equal and opposite $z$ forces must vanish.

Now take the bonds of the atom at the origin. Bonds 1 and 2 lead to atoms with the same displacement, so $\mathbf d=0$. Bonds 3 and 4 lead to atoms with the opposite displacement, so $\mathbf d=-2u\mathbf e$. But $\mathbf n_3\cdot\mathbf e=\mathbf n_4\cdot\mathbf e=0$. The moving bonds turn without changing length to first order, and the large spring $\phi''$ drops out of the mode.

## First contribution: the bond force

Each atom has two moving bonds with $d^2=4u^2$, and each bond is shared by two atoms. The bond energy per atom is

$$\frac12\times2\times\frac{\phi'}{2r}\times4u^2=\frac12\left(\frac{4\phi'}{r}\right)u^2 .$$

The bond force thus adds $4\phi'/r$ to $K$. To express it through the pressure $P$, use $a=4r/\sqrt3$ and eight atoms per cube. The volume per atom is

$$\Omega=\frac{a^3}{8}=\frac{8r^3}{3\sqrt3},\qquad \frac{d\Omega}{dr}=\frac{8r^2}{\sqrt3}.$$

There are two bonds per atom, so

$$P=-\frac{2\phi'}{d\Omega/dr}=-\frac{\sqrt3\,\phi'}{4r^2},\qquad \frac{4\phi'}{r}=-\frac{16rP}{\sqrt3}.$$

For this energy, the destabilizing term is fixed by the pressure and the bond length alone.

## Second contribution: bending

For bonds $i$ and $j$ at one atom, differentiating $\cos\theta=\mathbf R_i\cdot\mathbf R_j/(R_iR_j)$, where $\mathbf R_i=r\mathbf n_i+\mathbf d_i$, gives to first order

$$\delta\cos\theta_{ij}=\frac{\mathbf d_i\cdot\mathbf n_j+\mathbf d_j\cdot\mathbf n_i+\frac13(\mathbf n_i\cdot\mathbf d_i+\mathbf n_j\cdot\mathbf d_j)}{r}.$$

In the TA mode every $\mathbf n_i\cdot\mathbf d_i$ vanishes. Angle (1,2) does not change because neither bond moves. Angle (3,4) does not change because both bonds turn about the atom while $\mathbf d$ is perpendicular to both. Each of the other four angles pairs a moving bond with a fixed one. Since $\mathbf n_1\cdot\mathbf e=2/\sqrt6$ and $\mathbf n_2\cdot\mathbf e=-2/\sqrt6$,

$$(\delta\cos\theta)^2=\left(\frac{2u}{r}\frac{2}{\sqrt6}\right)^2=\frac{8u^2}{3r^2}.$$

The bending energy per atom is

$$\frac{\kappa}{2}\times4\times\frac{8u^2}{3r^2}=\frac12K_bu^2,\qquad K_b=\frac{32\kappa}{3r^2}.$$

The two contributions together are

$$\boxed{K_{\rm TA}=K_b-\frac{16rP}{\sqrt3}}$$

In this model, bending carries the whole mode at zero pressure. If $\kappa$ were zero, the mode would have no stiffness at $P=0$ and would be unstable under any compression. Under tension, $P<0$, the force term becomes positive and acts as the tension of a string does.

## When does the negative term win?

The bulk modulus links this force to the stretching stiffness. At $P=0$, where $\phi'=0$,

$$B=-\Omega\frac{dP}{d\Omega}=-\frac r3\frac{dP}{dr}=\frac{\phi''}{4\sqrt3\,r}.$$

A stiff bond therefore makes the compressive force grow quickly as the crystal shrinks.

Suppose that $K_b\propto r^{-n}$ near $P=0$. There $d(\phi'/r)/d\ln r=\phi''$, so

$$\frac{dK_{\rm TA}}{d\ln r}=-nK_b+4\phi''.$$

The Grüneisen parameter is $\gamma=-d\ln\omega/d\ln\Omega$. With $\omega\propto K^{1/2}$ and $d\ln\Omega=3\,d\ln r$,

$$\boxed{\gamma_{\rm TA}=\frac n6-\frac23\frac{\phi''}{K_b}}$$

For $n>0$ the mode softens initially when $K_b<4\phi''/n$; for $n\le0$ it always does. Bending does not have to weaken. It may stiffen and still lose, because its gain is proportional to the small quantity $K_b$, while the loss is proportional to the large quantity $\phi''$. If $\kappa$ is constant, turning a shorter bond by the same $u$ means a larger angle. Then $n=2$ and the condition is $K_b<2\phi''$.

## The optical mode as a control

In the zone-centre optical mode A moves by $+\mathbf u$ and B by $-\mathbf u$, so all four bonds of an atom have $d=2u$. For tetrahedral directions $\sum_i(\mathbf n_i\cdot\mathbf d)^2=\frac43d^2$, and the transverse parts sum to $(4-\frac43)d^2=\frac83d^2$. Sharing each bond between two atoms,

$$\frac12\left[\frac{\phi''}{2}\cdot\frac43+\frac{\phi'}{2r}\cdot\frac83\right]4u^2=\frac12\left[\frac83\phi''+\frac{16}{3}\frac{\phi'}{r}\right]u^2 .$$

For the angles, all $\mathbf d_i$ are equal, so $\delta\cos\theta_{ij}=\frac43\,\mathbf d\cdot(\mathbf n_i+\mathbf n_j)/r$. The six sums $\mathbf n_i+\mathbf n_j$ have length $2/\sqrt3$ and lie along the cube axes, two on each. Hence

$$\sum(\delta\cos\theta)^2=\frac{16}{9}\cdot\frac43\cdot2\cdot\frac{4u^2}{r^2}=\frac{512u^2}{27r^2},$$

and, because $\kappa/r^2=3K_b/32$,

$$K_{\rm opt}=\frac83\phi''+\frac{16}{3}\frac{\phi'}{r}+\frac{16}{9}K_b .$$

The negative force term is here too, and it is $4/3$ times as large as in the TA mode. But it now acts against $\phi''$. If $\phi''\propto r^{-m}$, differentiation at $P=0$ gives

$$\frac{dK_{\rm opt}}{d\ln r}=-\frac83m\phi''+\frac{16}{3}\phi''-\frac{16}{9}nK_b .$$

This mode stiffens when $m>2-\frac23nK_b/\phi''$. Stiffening of the bond can therefore raise the optical mode while the TA mode falls.

## Weighing the terms in silicon

The size of each term comes from a calculation of silicon in the local density approximation (LDA), with a pseudopotential for the core electrons and a plane-wave basis. Both vibrations are frozen into a four-atom cell, and $K$ follows from the energy rise $\frac12Ku^2$ per atom. The basis is limited: a larger one raises both values of $K_{\rm TA}$ below by 4 to 6 N/m and lowers both values of $K_{\rm opt}$ by 23 to 34 N/m, but it hardly alters the change of either under pressure. More than half of these shifts comes through the larger lattice constant; at the lattice constants of the table the larger basis raises $K_{\rm TA}$ by only about 2 N/m. The last section gives the shifts. A fit of energy against volume gives $a=5.332$ Å and $B=108$ GPa at zero static pressure. The compressed state has $P=8$ GPa, $a=5.218$ Å and a volume ratio of 0.937.

| Quantity | 0 GPa | 8 GPa |
|---|---:|---:|
| bond length (Å) | 2.309 | 2.259 |
| $K_{\rm TA}$ (N/m) | 28.9 | 17.7 |
| TA frequency (THz) | 3.97 | 3.10 |
| $K_{\rm opt}$ (N/m) | 469 | 532 |
| optical frequency (THz) | 15.97 | 17.00 |

The bond-force term at 8 GPa is

$$-\frac{16(2.259\times10^{-10}\,{\rm m})(8.00\times10^9\,{\rm Pa})}{\sqrt3}=-16.7\ {\rm N/m}.$$

The rest of the computed stiffness is $17.7+16.7=34.4$ N/m, which the model assigns to bending. In silicon this is a net value that also contains the forces left out of the model, as the next section shows. At zero pressure that part is 28.9 N/m. The balance of changes is

$$+5.5-16.7=-11.2\ {\rm N/m}.$$

In this division the bending part has stiffened by about a fifth, and the bond force has taken away three times that gain.

The change of the bending part corresponds to a mean exponent $n=8.0$. With constant $\kappa$ the shorter bond alone would have raised $K_b$ to $28.9\,(2.309/2.259)^2=30.2$ N/m. The remaining rise to 34.4 N/m means, in this description, that $\kappa$ itself grows by about 14%.

The stretching stiffness follows from the bulk modulus, $\phi''=4\sqrt3\,rB=173$ N/m, six times $K_b$. The softening threshold $4\phi''/n$ is 87 N/m, and $K_b$ lies at a third of it. The initial Grüneisen parameter is estimated as

$$\gamma_{\rm TA}\approx\frac{8.0}{6}-\frac23(5.99)=1.33-3.99=-2.66 .$$

The mean value between 0 and 8 GPa, taken from the two frequencies, is more negative, $-3.8$. The difference can be traced. The initial slope, continued over $\ln(\Omega_0/\Omega_1)=0.065$, would lower $K_{\rm TA}$ by $2(2.66)(28.9)(0.065)\approx10$ N/m. Because $\gamma$ measures a logarithmic change, even this straight-line fall gives a mean of about $-3.3$: each further loss is taken from a smaller $K_{\rm TA}$. The rest arises because the actual loss is 11.2 N/m, as the pressure grows faster than linearly with compression.

In the optical mode the bond force contributes $\frac43(-16.7)=-22$ N/m. That is about 5% of the zero-pressure stiffness of 469 N/m, whereas the TA mode loses 58% of its own to the same force. Bending adds $\frac{16}{9}(5.5)=10$ N/m. The computed total change is $+62$ N/m, so matching it takes about $62+22-10\approx75$ N/m from stronger stretching. The same bond model, applied to the fitted pressure curve, gives about 97 N/m for this term. It therefore accounts for the sign and rough size of the optical rise, but not for its exact value.

## Is the bond force really the cause?

Within the model this can be decided by removing the force and keeping everything else. At the compressed length $r_1$, replace $\phi(\rho)$ by $\phi(\rho)-\phi'(r_1)(\rho-r_1)$, where $\rho$ is the length of a bond. The slope at $r_1$ vanishes, while $\phi''$ and the bending energy are unchanged.

This was done for an explicit lattice with a Morse bond energy, using the $\phi''$ found above and a constant $\kappa=0.90$ eV. At the compressed bond length its pressure is 8.1 GPa. Finite differences of the lattice energy give $K_{\rm TA}=13.3$ N/m with the bond force and 30.2 N/m without it. The second value is the bending stiffness. The same lattice gives $\gamma_{\rm TA}=-3.66$ at zero pressure, in agreement with the formula for $n=2$.

For real silicon the division is a convention. Suppose that forces between more distant atoms supply a part $P_2$ of the pressure. The nearest-neighbour term is then $-16r(P-P_2)/\sqrt3$, and the distant forces also act on the mode directly. The quantity called $K_b$ above absorbs both effects. The total $K_{\rm TA}$ does not depend on this choice, but the figures 5.5 and 16.7 N/m do.

The optical mode offers a check on whether the simple picture is reasonable. The bulk modulus and $K_{\rm TA}$ predict

$$K_{\rm opt}=\frac83(173)+\frac{16}{9}(28.9)=462+51=513\ {\rm N/m},$$

which is 9% above the direct LDA value in the table. With the larger basis of the last section the excess is about 10%. With $K_{\rm TA}$ as an input, the model thus gives the optical stiffness fairly well.

A shear of the whole crystal is a harder check. Stretch the crystal by a small fraction $e$ along $x$ and shrink it by $e$ along $y$. To first order no bond changes length, while four of the six angle cosines at each atom change by $\pm4e/3$. The energy per atom, $32\kappa e^2/9$, equals $2C'\Omega e^2$, where $C'=(C_{11}-C_{12})/2$ is a shear constant of the crystal. Hence $C'=16\kappa/(9\Omega)$ at zero pressure. With $\kappa=0.90$ eV this is about 14 GPa, and about 16 GPa with the larger basis, whereas the measured value is about 51 GPa. One bending constant cannot describe both the shear and the TA mode, so forces outside the model are important in silicon. The $K_b$ found here is an effective stiffness for the TA mode, not the stiffness of the bond angles alone.

## Accuracy and the real crystal

The loss of stiffness under pressure changes little in the numerical variations examined, although the stiffness itself does change. At the same two lattice constants, a smaller basis with a denser sampling of electron wavevectors in two directions gives $K_{\rm TA}=32.1$ and 20.6 N/m. The ratio of compressed to uncompressed stiffness is then 0.64 instead of 0.61. Doubling the displacement at zero pressure changes $K_{\rm TA}$ by 1.6%.

The absolute pressure scale is less certain. Plane waves beyond the main basis were included to second order up to a limit. Omitting them would change the fitted lattice constant from 5.332 to 5.276 Å and the bulk modulus from 108 to 124 GPa. The second-order correction is not sufficient. When all plane waves up to 12 hartree are treated fully, on the same mesh, the lattice constant becomes 5.384 Å and the bulk modulus 97 GPa. These two figures also depend on the details of the fit: a three-point fit with one fixed set of plane waves for all volumes gives 5.36 Å and 101 GPa, which would lower the $K_{\rm TA}$ values that follow by about 1.5 N/m, raise the $K_{\rm opt}$ values by about 10 N/m, and give $n\approx7$ and a direct slope of $-2.0$. The numbers below refer to 5.384 Å. $K_{\rm TA}$ is then about 35 N/m at zero pressure and 24 N/m at 8 GPa, with frequencies near 4.4 and 3.6 THz. The loss is still 11 N/m. The gain from bending is again about 5.5 N/m and the exponent $n$ falls from 8 to about 6, but both are sensitive to the pressure scale. The estimate that gave $\gamma_{\rm TA}\approx-2.66$ now gives about $-2$, and the slope of $K_{\rm TA}$ computed directly around the zero-pressure volume gives $-1.8$. The optical stiffness becomes about 435 N/m at zero pressure and 500 N/m at 8 GPa, with frequencies near 15.4 and 16.5 THz. At a fixed lattice constant of 5.384 Å, raising the limit from 12 to 16 hartree changes either stiffness by less than 0.2 N/m. Numerical details other than the basis and the wavevector sampling shift $K_{\rm TA}$ by about 0.4 N/m and $K_{\rm opt}$ by about 1 N/m.

A denser sampling of wavevectors in all three directions ($6\times6\times4$ instead of $4\times4\times2$), tried with a basis up to 7 hartree, lowers $K_{\rm TA}$ by about 1.7 N/m at 5.384 Å and by about 2.3 N/m at 5.258 Å, so the loss grows by about 0.6 N/m; $K_{\rm opt}$ at 5.384 Å moves by less than 1 N/m. For $K_{\rm TA}$ the larger numerical error thus lies in the basis of the table, but the sampling adds about 2 N/m in the opposite direction, also to the values for the larger basis. The table shows the balance of the terms, not converged properties of silicon.

Measured silicon has, in round figures, a lattice constant of 5.4 Å, a bulk modulus of 100 GPa, a TA frequency at X of 4.5 THz and a Grüneisen parameter for that mode near $-1.4$. The computed mode is thus too soft, and it softens too strongly. The formula shows why these two errors go together: $K_b$ stands in the denominator. The rough measured frequency corresponds to $28.9\,(4.5/3.97)^2\approx37$ N/m, and the rough bulk modulus to $\phi''\approx160$ N/m. Keeping the computed $n=8$, which is an assumption, one finds

$$\gamma_{\rm TA}\approx1.3-\frac23\cdot\frac{160}{37}\approx-1.6,$$

close to the measured size. With $n=6$ the same estimate is $-1.9$. Most of the excess in the initial value of $-2.66$ therefore comes from the low TA stiffness, and that in turn comes in part from the limited basis; the denser sampling of wavevectors takes back some of what the larger basis adds.

The calculation also leaves out the motion of the nuclei. A rough ceiling on the vibrational pressure at 300 K is obtained by giving every mode the energy and the Grüneisen parameter of the optical one; it is 0.9 GPa. If all of that were added to the static pressure at fixed volume, the relation between pressure and bond force would shift by up to about 2 N/m in $K_{\rm TA}$. The direct effect of thermal motion on the TA frequency has not been computed.

A straight line through the two stiffnesses in the table reaches zero at about 21 GPa; with the larger basis it does so at about 25 GPa. This is a scale for the softening and not a predicted transition. Silicon leaves the diamond structure at roughly 11 GPa, before that point, and the formulas for tetrahedral bonds then no longer apply. The numerical output follows below.

## Numbers as computed

```
LDA, GTH pseudopotential; k mesh 4x4x2 (4-atom cell)
basis 6 Ha at a = 5.30 A, second order to 12 Ha
displacements: TA 0.0423 A, optical 0.0265 A
lattice constant at P=0: 5.332 A
bulk modulus at P=0: 108.3 GPa
largest equation-of-state misfit: 0.0040 mHa/atom
second-order basis energy at P=0: -13.40 mHa/atom
fit without it: a = 5.276 A, B = 123.9 GPa
compressed state: P = 8.00 GPa, a = 5.218 A
bond length: 2.3087 -> 2.2593 A
volume ratio V1/V0: 0.9372
K_TA(X): 28.94 -> 17.70 N/m
TA(X) frequency: 3.965 -> 3.101 THz
K optical(Gamma): 469.4 -> 531.8 N/m
optical frequency: 15.967 -> 16.996 THz
mean Grueneisen parameter, TA(X): -3.79
mean Grueneisen parameter, optical: 0.96
bond-force part of K_TA at P1: -16.70 N/m
bending part: 28.94 -> 34.40 N/m
change of bending part: +5.45 N/m
total change of K_TA: -11.24 N/m
bending exponent n (K_bend ~ r^-n): 7.98
bond stiffness phi'' from bulk modulus: 173.2 N/m
ratio phi''/K_bend at P=0: 5.99
softening threshold 4 phi''/n: 86.8 N/m
initial gamma_TA from n and ratio: -2.66
angle constant kappa at P=0: 0.903 eV
K optical predicted by bond model: 513.4 N/m
prediction / direct LDA value: 1.094
Morse model (alpha 1.512 1/A) at r1, constant kappa:
  model pressure: 8.12 GPa
  K_TA with bond force: 13.28 N/m
  K_TA without bond force: 30.22 N/m
  gamma_TA numerical, formula: -3.658, -3.657
K_TA change on doubling displacement: +1.58 %
K_TA, basis 4 Ha and mesh 6x6x2: 32.14 -> 20.63 N/m
K_TA ratio P1/P0, main and check: 0.612, 0.642
rough ceiling, vibrational pressure at 300 K: 0.94 GPa
linear extrapolation to K_TA = 0: 20.6 GPa
```
